# Why semilocal functionals spread a hole over identical distant sites: a numerical check

```python
"""Result under test: N distant identical sites share one hole. If the site
energy is E(q) = E(0) + a*q + c*q**2/2 with c > 0, equal sharing lies below
the one-site hole by D_N = (c/2)*(1 - 1/N). The exact lowering is zero.
q: hole occupation of a site; n = 1 - q: electron occupation (hydrogen);
J: orbital self-repulsion; A: size of local spin-density exchange at n = 1;
lam: lattice relaxation energy of a whole hole on one site.
Hydrogen is computed in atomic units, the oxide model in eV and angstrom."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto, dft

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
EXPONENTS = [0.07 * 2.5**k for k in range(9)]
integrator = dft.numint.NumInt()


def make_grid(mol):
    grid = dft.gen_grid.Grids(mol)
    grid.level = 3
    grid.verbose = 0
    grid.build()
    return grid


def solve(positions, patterns, occupation, method):
    """Same-spin SCF; each site pattern holds one orbital of given occupation.
    Fixed patterns keep the sites equivalent. Returns energy, eigenvalue,
    density matrix and molecule."""
    mol = gto.M(atom=[("H", tuple(p)) for p in positions], unit="Angstrom",
                basis={"H": [[0, [x, 1.0]] for x in EXPONENTS]},
                charge=len(positions) - len(patterns), spin=len(patterns),
                verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    overlap = mol.intor("int1e_ovlp")
    repulsion = mol.intor("int2e", aosym="s1")
    grid = None if method == "HF" else make_grid(mol)
    spaces = [np.kron(np.array(p, float)[:, None] / np.linalg.norm(p),
                      np.eye(len(EXPONENTS))) for p in patterns]

    def occupy(fock):
        density, levels = np.zeros_like(core), []
        for space in spaces:
            values, vectors = eigh(space.T @ fock @ space,
                                   space.T @ overlap @ space)
            orbital = space @ vectors[:, 0]
            density += occupation * np.outer(orbital, orbital)
            levels.append(values[0])
        return density, max(levels)

    density, level = occupy(core)
    previous = np.inf
    for _ in range(150):
        hartree = np.tensordot(repulsion, density, 2)
        energy = np.sum(core * density) + 0.5 * np.sum(hartree * density)
        if method == "HF":
            exchange = np.einsum("ikjl,kl->ij", repulsion, density)
            energy -= 0.5 * np.sum(exchange * density)
            fock = core + hartree - exchange
        else:
            spins = np.array([density, np.zeros_like(density)])
            _, exc, vxc = integrator.nr_uks(mol, grid, method, spins)
            energy += exc
            fock = core + hartree + vxc[0]
        energy += mol.energy_nuc()
        updated, level = occupy(fock)
        if abs(energy - previous) < 1e-9:
            return float(energy), float(level), density, mol
        previous = energy
        density = 0.3 * density + 0.7 * updated
    raise AssertionError("SCF did not converge")


def atom(n, method):
    return solve([(0, 0, 0)], [[1]], n, method)


# Quadratic law: constrained minimization from an uneven start
c, linear, n_test = 3.0, 0.7, 8
start = np.random.default_rng(1).random(n_test)
start /= start.sum()
found = minimize(lambda q: np.sum(linear * q + 0.5 * c * q**2), start,
                 method="SLSQP", bounds=[(0, 1)] * n_test,
                 constraints={"type": "eq", "fun": lambda q: q.sum() - 1},
                 options={"ftol": 1e-13, "maxiter": 500})
drop_min = linear + c / 2 - found.fun
assert np.max(np.abs(found.x - 1 / n_test)) < 1e-4
assert abs(drop_min - c / 2 * (1 - 1 / n_test)) < 1e-6

# Fixed-shape 1s orbital: radial quadrature against Gaussian integrals
rho = lambda r: np.exp(-2 * r) / np.pi
potential = lambda r: (1 - np.exp(-2 * r) * (1 + r)) / r
J = quad(lambda r: 4 * np.pi * r**2 * rho(r) * potential(r), 1e-10, 40)[0]
A = 0.75 * (6 / np.pi)**(1 / 3) * quad(
    lambda r: 4 * np.pi * r**2 * rho(r)**(4 / 3), 0, 40)[0]
curvature = lambda n: J - 4 / 9 * A * n**(-2 / 3)
hf_energy, _, density_1s, mol_1s = atom(1.0, "HF")
assert abs(hf_energy + 0.5) < 1e-3
grid_1s = make_grid(mol_1s)
self_repulsion = np.sum(density_1s * np.tensordot(
    mol_1s.intor("int2e", aosym="s1"), density_1s, 2))


def frozen_energy(n):
    spins = np.array([n * density_1s, np.zeros_like(density_1s)])
    exchange = integrator.nr_uks(mol_1s, grid_1s, "lda,", spins)[1]
    return 0.5 * n**2 * self_repulsion + exchange


step = 0.02
curv_numeric = (frozen_energy(0.6 + step) - 2 * frozen_energy(0.6)
                + frozen_energy(0.6 - step)) / step**2
assert abs(curv_numeric - curvature(0.6)) < 1e-3
n_zero = (4 * A / (9 * J))**1.5
assert curvature(0.9 * n_zero) < 0 < curvature(1.1 * n_zero)

# Weighted-curvature formula against energy differences
frozen_drop = {}
for N in (2, 4):
    f = [frozen_energy(n) for n in (1.0, 1 - 1 / N)]
    frozen_drop[N] = (N - 1) * f[0] - N * f[1]
    below = quad(lambda q: (N - 1) * q * curvature(1 - q), 0, 1 / N)[0]
    above = quad(lambda q: (1 - q) * curvature(1 - q), 1 / N, 1)[0]
    assert abs(below + above - frozen_drop[N]) < 1e-3

# Self-consistent fractional atoms and directly computed distant sites
drops, site_energy = {}, {}
for name, method in (("LSDA", "lda,vwn"), ("PBE", "pbe,pbe")):
    for n in (1.0, 0.75, 0.5):
        site_energy[name, n] = atom(n, method)[0]
    for N in (2, 4):
        drops[name, N] = ((N - 1) * site_energy[name, 1.0]
                          - N * site_energy[name, 1 - 1 / N])
        assert drops[name, N] > 0
side = 10.0
pair = [(0, 0, 0), (0, 0, side)]
square = [(0, 0, 0), (side, 0, 0), (side, side, 0), (0, side, 0)]
three = [[1, 1, 1, 1], [1, 0, -1, 0], [0, 1, 0, -1]]
direct, removed = {}, {}
for N, places, patterns in ((2, pair, [[1, 1]]), (4, square, three)):
    total = solve(places, patterns, 1.0, "lda,vwn")[0]
    removed[N] = sum(BOHR / np.linalg.norm(np.subtract(places[i], places[j]))
                     for i in range(N) for j in range(i)) / N**2
    direct[N] = (N - 1) * site_energy["LSDA", 1.0] - (total - removed[N])
    assert abs(direct[N] - drops["LSDA", N]) * HARTREE < 0.005
hf_drop = 3 * hf_energy - solve(square, three, 1.0, "HF")[0]
assert abs(hf_drop) * HARTREE < 0.002

# Many-site limit from the ionization energy and the eigenvalue
energy_one, eigenvalue, _, _ = atom(1.0, "lda,vwn")
energy_less = atom(0.99, "lda,vwn")[0]
energy_more = atom(1.01, "lda,vwn")[0]
assert abs((energy_more - energy_less) / 0.02 - eigenvalue) < 1e-3
drop_limit = -energy_one + eigenvalue
drop_100 = 99 * energy_one - 100 * energy_less
assert abs(drop_100 - drop_limit) * HARTREE < 0.1

# Lattice relaxation with the displacement minimized explicitly
stiffness, force = 40.0, 8.0
lam = force**2 / (2 * stiffness)


def relaxed_site(q, curv):
    lattice = minimize_scalar(
        lambda x: 0.5 * stiffness * x**2 - force * q * x).fun
    return 0.5 * curv * q**2 + lattice


for curv in (0.0, c):
    cost = relaxed_site(1, curv) - n_test * relaxed_site(1 / n_test, curv)
    assert abs(cost - (curv / 2 - lam) * (1 - 1 / n_test)) < 1e-6

# Oxide-like cluster with hopping, disorder and screened repulsion
hop, sigma, spacing, permittivity, temperature = 0.05, 0.1, 3.0, 4.0, 300.0
field = 1.0  # MV/cm
points = np.array([(x, y, z) for x in range(6) for y in range(6)
                   for z in range(6)], float)
sites = len(points)
distance = spacing * np.linalg.norm(points[:, None] - points[None], axis=2)
hopping = -hop * (np.abs(distance - spacing) < 1e-6)
coulomb = COULOMB / (permittivity * (distance + np.eye(sites)))
np.fill_diagonal(coulomb, 0)
levels = np.random.default_rng(7).normal(0, sigma, sites)
levels -= levels.mean()


def cluster(vector, curv, repel):
    norm = np.linalg.norm(vector)
    psi = vector / norm
    q = psi**2
    onsite = curv - 2 * lam
    mean_field = repel * (coulomb @ q)
    energy = (levels @ q + psi @ hopping @ psi + 0.5 * onsite * q @ q
              + 0.5 * q @ mean_field)
    slope = 2 * (levels * psi + hopping @ psi + onsite * q * psi
                 + mean_field * psi)
    return energy, (slope - (slope @ psi) * psi) / norm


one_site = np.zeros(sites)
one_site[np.argmin(levels)] = 1.0
uniform = np.ones(sites) / np.sqrt(sites)
outcome = {}
for name, curv, repel in (("semilocal", c, 1.0), ("linear", 0.0, 0.0)):
    runs = [minimize(cluster, s, args=(curv, repel), jac=True,
                     method="L-BFGS-B", options={"maxiter": 2000})
            for s in (one_site + 1e-3, uniform)]
    best = min(runs, key=lambda r: r.fun)
    q = best.x**2 / np.sum(best.x**2)
    outcome[name] = (best.fun, 1 / np.sum(q**2),
                     cluster(one_site, curv, repel)[0],
                     cluster(uniform, curv, repel)[0])
assert outcome["semilocal"][0] < outcome["semilocal"][2] - 0.2
assert outcome["semilocal"][1] > 10
assert outcome["linear"][1] < 1.5
assert outcome["linear"][0] < outcome["linear"][3] - 0.2

print(f"Quadratic model: c = {c:.2f} eV")
for N in (2, 8, sites):
    print(f"  formula lowering, N = {N}: {c / 2 * (1 - 1 / N):.4f} eV")
print(f"  lowering found by minimization, N = 8: {drop_min:.4f} eV")
print(f"Fixed 1s orbital: J = {J:.4f} Ha, A = {A:.4f} Ha")
print(f"  curvature at n = 0.6, formula: {curvature(0.6):.4f} Ha")
print(f"  curvature at n = 0.6, differences: {curv_numeric:.4f} Ha")
print(f"  curvature changes sign at n = {n_zero:.4f}")
for N in (2, 4):
    print(f"  fixed-shape lowering, N = {N}: {frozen_drop[N]*HARTREE:.3f} eV")
print("Self-consistent hydrogen sites")
for name in ("LSDA", "PBE"):
    for N in (2, 4):
        value = drops[name, N] * HARTREE
        print(f"  {name}, N = {N}: lowering {value:.3f} eV, "
              f"effective c {2 * value / (1 - 1 / N):.3f} eV")
print(f"Distant protons, side {side:.1f} angstrom")
for N in (2, 4):
    print(f"  LSDA direct lowering, N = {N}: {direct[N]*HARTREE:.3f} eV")
    print(f"  fractional-charge repulsion removed: "
          f"{removed[N]*HARTREE:.3f} eV")
print(f"  Hartree-Fock direct lowering, N = 4: {hf_drop*HARTREE:.4f} eV")
print(f"LSDA ionization energy by difference: {-energy_one*HARTREE:.3f} eV")
print(f"LSDA highest occupied eigenvalue: {eigenvalue*HARTREE:.3f} eV")
print(f"Many-site lowering from their sum: {drop_limit*HARTREE:.3f} eV")
print(f"Lowering for N = 100: {drop_100*HARTREE:.3f} eV")
print(f"Lattice: K = {stiffness:.1f} eV/angstrom^2, "
      f"g = {force:.1f} eV/angstrom")
print(f"  displacement {force/stiffness:.2f} angstrom, lambda {lam:.3f} eV")
print(f"  isolated-site threshold c/2 = {c/2:.3f} eV")
factor = 1 - 1 / sites
print(f"  semilocal cost to localize: {(c/2-lam)*factor:.3f} eV")
print(f"  linear-reference gain to localize: {lam*factor:.3f} eV")
print(f"Oxide model: {sites} sites, spacing {spacing/10:.2f} nm, "
      f"permittivity {permittivity:.1f}")
print(f"  hopping {hop:.3f} eV, disorder {sigma:.3f} eV, "
      f"temperature {temperature:.0f} K")
print(f"  hopping gain at band edge: {-eigh(hopping)[0][0]:.3f} eV")
print(f"  lowest site below mean: {-levels.min():.3f} eV")
print(f"  nearest-site repulsion of whole charges: {coulomb.max():.3f} eV")
spread_repulsion = 0.5 * coulomb.sum() / sites**2
print(f"  repulsion of evenly spread hole: {spread_repulsion:.3f} eV")
entropy = const.k * temperature / const.e * np.log(sites)
print(f"  positional entropy term kT ln N: {entropy:.3f} eV")
tilt = field * 1e8 * spacing * 1e-10
print(f"  energy step per spacing at {field:.1f} MV/cm: {tilt:.3f} eV")
for name in ("semilocal", "linear"):
    low, number, local, even = outcome[name]
    print(f"  {name}: lowest found {low:.3f} eV, on {number:.2f} sites")
    print(f"    one-site trial {local:.3f} eV, even trial {even:.3f} eV")
print("PASS")
```

Printed output:

```
Quadratic model: c = 3.00 eV
  formula lowering, N = 2: 0.7500 eV
  formula lowering, N = 8: 1.3125 eV
  formula lowering, N = 216: 1.4931 eV
  lowering found by minimization, N = 8: 1.3125 eV
Fixed 1s orbital: J = 0.6250 Ha, A = 0.2680 Ha
  curvature at n = 0.6, formula: 0.4575 Ha
  curvature at n = 0.6, differences: 0.4575 Ha
  curvature changes sign at n = 0.0832
  fixed-shape lowering, N = 2: 2.747 eV
  fixed-shape lowering, N = 4: 4.377 eV
Self-consistent hydrogen sites
  LSDA, N = 2: lowering 2.722 eV, effective c 10.887 eV
  LSDA, N = 4: lowering 4.237 eV, effective c 11.299 eV
  PBE, N = 2: lowering 2.897 eV, effective c 11.587 eV
  PBE, N = 4: lowering 4.481 eV, effective c 11.949 eV
Distant protons, side 10.0 angstrom
  LSDA direct lowering, N = 2: 2.722 eV
  fractional-charge repulsion removed: 0.360 eV
  LSDA direct lowering, N = 4: 4.237 eV
  fractional-charge repulsion removed: 0.487 eV
  Hartree-Fock direct lowering, N = 4: 0.0000 eV
LSDA ionization energy by difference: 13.024 eV
LSDA highest occupied eigenvalue: -7.316 eV
Many-site lowering from their sum: 5.709 eV
Lowering for N = 100: 5.651 eV
Lattice: K = 40.0 eV/angstrom^2, g = 8.0 eV/angstrom
  displacement 0.20 angstrom, lambda 0.800 eV
  isolated-site threshold c/2 = 1.500 eV
  semilocal cost to localize: 0.697 eV
  linear-reference gain to localize: 0.796 eV
Oxide model: 216 sites, spacing 0.30 nm, permittivity 4.0
  hopping 0.050 eV, disorder 0.100 eV, temperature 300 K
  hopping gain at band edge: 0.270 eV
  lowest site below mean: 0.239 eV
  nearest-site repulsion of whole charges: 1.200 eV
  repulsion of evenly spread hole: 0.183 eV
  positional entropy term kT ln N: 0.139 eV
  energy step per spacing at 1.0 MV/cm: 0.030 eV
  semilocal: lowest found -0.102 eV, on 84.11 sites
    one-site trial 0.461 eV, even trial -0.064 eV
  linear: lowest found -1.046 eV, on 1.01 sites
    one-site trial -1.039 eV, even trial -0.254 eV
PASS
```
